# Donor electron–nuclear flip-flop relaxation by phonon-modulated contact coupling

## 1. Two levels in a classical sound field

Take a donor with electron spin 1/2 and nuclear spin 1/2 in a field so large that the contact coupling $A\,\mathbf I\cdot\mathbf S$ hardly mixes the spin states. The states $|\uparrow\Downarrow\rangle$ and $|\downarrow\Uparrow\rangle$ (thin arrow electron, double arrow nucleus) differ in energy by $\hbar\omega_z$, where $\omega_z\propto B$ is the sum of the two Larmor frequencies.

A sound wave changes the local volume by the fraction $\Delta$, and with it the electron density at the nucleus. Let $A\to A(1+\eta\Delta)$. The part $\tfrac12(I_+S_-+I_-S_+)$ of $\mathbf I\cdot\mathbf S$ has matrix element 1/2 between the two states, so the perturbation is $\tfrac12\eta A\Delta(t)$. To first order, the transition amplitude after time $t$ has modulus $(\eta A/2\hbar)\,|\int_0^t\Delta(t')e^{i\omega_zt'}dt'|$. For stationary noise its mean square grows as $Wt$, with

$$W=\left(\frac{\eta A}{2\hbar}\right)^2S_\Delta(\omega_z),\qquad S_\Delta(\omega)=\int_{-\infty}^{\infty}\langle\Delta(t)\Delta(0)\rangle e^{i\omega t}dt .$$

Equipartition gives $S_\Delta$. In an isotropic solid of density $\rho$ and volume $V$, a longitudinal wave of speed $v_l$ has elastic energy density $\tfrac12\rho v_l^2\Delta^2$. Its mean elastic energy is $\tfrac12kT$, so each mode contributes $kT/(\rho v_l^2V)$ to $\langle\Delta^2\rangle$. There are $V\omega^2d\omega/(2\pi^2v_l^3)$ such modes in $d\omega$. Since $\langle\Delta^2\rangle=\int_0^\infty S_\Delta\,d\omega/\pi$,

$$S_\Delta(\omega)=\pi\,\frac{kT}{\rho v_l^2}\,\frac{\omega^2}{2\pi^2v_l^3}=\frac{kT\omega^2}{2\pi\rho v_l^5}.$$

Classical noise drives both directions at the rate $W$, so the population difference decays at

$$R=2W=\frac{(\eta A)^2\omega_z^2\,kT}{4\pi\hbar^2\rho v_l^5}\ \propto\ B^2T. \tag{1}$$

The factor $B^2$ is the spectrum of thermal dilation at the pair frequency; the factor $T$ is equipartition. The quantum treatment below shows where (1) ends, and that it survives when the field is too weak to separate the spin states.

## 2. Spin states and the coupling

The Hamiltonian without phonons is

$$H_0=\hbar\omega_eS_z-\hbar\omega_nI_z+A\,\mathbf I\cdot\mathbf S,\qquad \omega_z=\omega_e+\omega_n,$$

with $\hbar\omega_e=g\mu_BB$, dimensionless spins, $A$ in joules and $\omega$ in rad/s. The opposite signs reflect the opposite charges of electron and nucleus, for a positive nuclear moment.

**Why dilation.** The coupling $A$ is proportional to the contact density $|\psi(0)|^2$. To first order in strain, $\delta A=\sum_{ij}a_{ij}\varepsilon_{ij}$. For a non-degenerate ground state at a tetrahedral site, half-turns about the cube axes reverse the signs of the off-diagonal strains in pairs, which forces their coefficients to vanish. Threefold rotations permute $\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz}$, which makes the remaining coefficients equal. Hence

$$\delta A=\eta A\Delta,\quad \Delta=\operatorname{tr}\varepsilon,\quad \eta=\frac{d\ln A}{d\Delta},\qquad V=\eta A\Delta\,\mathbf I\cdot\mathbf S .$$

The orbital state is assumed to follow the strain adiabatically. An anisotropic hyperfine tensor created by shear is left out and is not sized here.

**Blocks.** $\mathbf I\cdot\mathbf S$ conserves $M=m_S+m_I$. For general $I$ and $|M|\le I-\tfrac12$, the block contains $|\uparrow,M-\tfrac12\rangle$ and $|\downarrow,M+\tfrac12\rangle$. The diagonal elements of $\mathbf I\cdot\mathbf S$ are $\tfrac12(M-\tfrac12)$ and $-\tfrac12(M+\tfrac12)$: their mean is $-\tfrac14$ and half their difference is $\tfrac12M$. The off-diagonal element is

$$\tfrac12\sqrt{I(I+1)-(M+\tfrac12)(M-\tfrac12)}=\tfrac12b,\qquad b^2=(I+\tfrac12)^2-M^2 .$$

With Pauli matrices in the block,

$$\mathbf I\cdot\mathbf S=-\tfrac14+\tfrac12(M\sigma_z+b\sigma_x).$$

The Zeeman terms add a constant and $\tfrac12\hbar\omega_z\sigma_z$, so

$$H_0=\text{const}+\tfrac12\left[(\hbar\omega_z+AM)\sigma_z+Ab\,\sigma_x\right],\qquad E^2=(\hbar\omega_z+AM)^2+A^2b^2,$$

where $E$ is the splitting. Put $\cos\theta=(\hbar\omega_z+AM)/E$ and $\sin\theta=Ab/E$. The eigenvectors are $|+\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|-\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$. They give $\langle+|\sigma_z|-\rangle=-\sin\theta$ and $\langle+|\sigma_x|-\rangle=\cos\theta$. Therefore

$$m\equiv\langle+|\mathbf I\cdot\mathbf S|-\rangle=\frac{b\cos\theta-M\sin\theta}{2}=\frac{b(\hbar\omega_z+AM)-MAb}{2E}=\frac{b\,\hbar\omega_z}{2E}. \tag{2}$$

The terms in $AM$ cancel. At zero field $m=0$, because $H_0$ is then $A\,\mathbf I\cdot\mathbf S$ itself: modulating $A$ moves the levels but cannot cause transitions between them.

For $I=\tfrac12$ the only pair has $M=0$, $b=1$, $E=\sqrt{(\hbar\omega_z)^2+A^2}$. The states $|\uparrow\Uparrow\rangle$ and $|\downarrow\Downarrow\rangle$ stand alone in their blocks. This channel therefore brings the population ratio of the pair to its thermal value, but cannot by itself thermalize the whole donor.

## 3. Phonon rates

For real polarization vectors $\mathbf e$, the displacement is

$$\mathbf u(\mathbf r)=\sum_{\mathbf q,s}\sqrt{\frac{\hbar}{2\rho V\omega_{qs}}}\;\mathbf e_{\mathbf qs}\left(a_{\mathbf qs}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf qs}e^{-i\mathbf q\cdot\mathbf r}\right).$$

Its divergence carries a factor $\pm i\,\mathbf q\cdot\mathbf e$, which vanishes for transverse waves. At the donor, a longitudinal mode has squared dilation element $\hbar q^2(n+1)/(2\rho V\omega_q)$ for emission, and the same with $n$ for absorption, where $n=1/(e^{\hbar\omega_q/kT}-1)$. The wavelength is taken to be much longer than the donor radius. The golden rule gives

$$\Gamma_\downarrow=\frac{2\pi}{\hbar}(\eta A)^2m^2\sum_{\mathbf q}\frac{\hbar q^2}{2\rho V\omega_q}(n+1)\,\delta(E-\hbar\omega_q).$$

Replace the sum by $V/(2\pi^2)\int q^2dq$ and set $q=\omega'/v_l$. The factors $q^2\cdot q^2dq/\omega'$ become $\omega'^3d\omega'/v_l^5$, and the delta function supplies $1/\hbar$. With $\omega=E/\hbar$,

$$\Gamma_\downarrow=\frac{(\eta A)^2m^2\omega^3(n+1)}{2\pi\hbar\rho v_l^5},\qquad \Gamma_\uparrow=\Gamma_\downarrow\frac{n}{n+1}=\Gamma_\downarrow e^{-E/kT}. \tag{3}$$

An explicit sum over modes tests the prefactor. In units $\hbar=\rho=v_l=1$, with a periodic box of side $2\pi$, $\eta A=1$, $m=\tfrac12$, $\omega=30$, $kT=60$ and a Gaussian line of width 1 for the delta function, the sum is 1.0016 times (3).

The populations obey $\dot p_+=-\Gamma_\downarrow p_++\Gamma_\uparrow p_-=-\dot p_-$. For $D=p_+-p_-$ and fixed $N=p_++p_-$,

$$\dot D=-2\Gamma_\downarrow p_++2\Gamma_\uparrow p_-=-(\Gamma_\downarrow+\Gamma_\uparrow)D-(\Gamma_\downarrow-\Gamma_\uparrow)N .$$

Thus $D$ approaches $-N\tanh(E/2kT)$ at the rate $R=\Gamma_\downarrow+\Gamma_\uparrow$. Since $2n+1=\coth(E/2kT)$ and $m^2\omega^3=\tfrac14b^2\omega_z^2\omega$,

$$\boxed{R=\frac{b^2(\eta A)^2\omega_z^2\,\omega}{8\pi\hbar\rho v_l^5}\coth\frac{E}{2kT}}\qquad \omega=\frac E\hbar . \tag{4}$$

## 4. Limits

**Warm pair, $kT\gg E$.** With $x=E/kT$, $\coth(x/2)=(2/x)(1+x^2/12+\dots)$. The leading term is $2kT/\hbar\omega$, and the remaining $\omega$ cancels:

$$R\simeq b^2\,\frac{(\eta A)^2\omega_z^2\,kT}{4\pi\hbar^2\rho v_l^5}\left(1+\frac{x^2}{12}\right). \tag{5}$$

For $b=1$ the leading term is (1). Only $kT\gg E$ was used, not $\hbar\omega_z\gg A$. In a weak field the phonon frequency no longer follows $B$: it tends to $A(I+\tfrac12)/\hbar$, for $M<0$ after passing a minimum at $\hbar\omega_z=-AM$. The matrix element (2) falls instead, and the product still goes as $B^2$. The first correction to $R$ is quadratic in $x$, whereas the single rates deviate from half of (1) already at first order, since $n+1=1/x+\tfrac12+\dots$ and $n=1/x-\tfrac12+\dots$.

**Cold pair, $kT\ll E$.** Here $\coth\to1$ and spontaneous emission remains, so $R\propto\omega_z^2E$, independent of temperature. For $\hbar\omega_z\gg A$ this is a $B^3$ law: at 0.01 K the computed ratio $R(2\,\mathrm T)/R(1\,\mathrm T)$ is 8.000. For $\hbar\omega_z\ll A$ and $I=\tfrac12$, $E\to A$ and the law is $B^2$ without the factor $T$.

For frequencies in Hz, put $f_A=A/h$ and $f_z=\omega_z/2\pi$. Then (1) becomes

$$R=\frac{4\pi^3(\eta f_A)^2f_z^2\,kT}{\rho v_l^5}. \tag{6}$$

## 5. Example: a phosphorus-like donor in silicon

The inputs are rough: $f_A=120$ MHz, $\eta=20$, $g=2.00$, $\rho=2.33$ g/cm³, $v_l=9.0$ km/s. The field is 0.30 T along [001] and the temperature is 1.0 K.

The splitting is $E/h=8.404$ GHz, or 34.8 µeV, against $kT=86.2$ µeV, so $x=0.403$. The matrix element is 0.49995; (2) then gives $f_z=2mE/h=8.403$ GHz. With $\eta f_A=2.40$ GHz, (6) reads in SI units

$$R=\frac{124.0\,(2.40\times10^9)^2(8.403\times10^9)^2(1.381\times10^{-23})}{2330\,(9000)^5}=5.06\times10^{-6}\ \mathrm{s^{-1}}.$$

The full formula gives $5.13\times10^{-6}\ \mathrm{s^{-1}}$, a time $1/R$ of 54 h for this channel alone (Section 6 adds the others). It exceeds the law by 1.35 % of the law, against $x^2/12=1.36$ %. The downward and upward rates are $3.08\times10^{-6}$ and $2.05\times10^{-6}\ \mathrm{s^{-1}}$; their ratio is $e^{0.403}=1.50$.

At 1.0 K, going from 1 mT to 10 mT raises this one-phonon rate from $5.62\times10^{-11}$ to $5.62\times10^{-9}\ \mathrm{s^{-1}}$, a factor 100, although at 1 mT the Zeeman frequency of about 28 MHz is well below $f_A$. At 0.30 T, cooling to 0.1 K makes $x=4.03$ and the full rate 2.09 times the law: linear extrapolation in $T$ then underestimates the relaxation.

## 6. What the one-phonon model leaves out

**Elastic anisotropy.** In a cubic crystal each mode $s$ in direction $\mathbf n$ has its own speed and a dilation factor $(\mathbf n\cdot\mathbf e_s)^2$. The counting that led to (3) then replaces $v_l^{-5}$ by the direction average $\langle\sum_s(\mathbf n\cdot\mathbf e_s)^2v_s^{-5}\rangle$. With rough constants $C_{11},C_{12},C_{44}=166,64,80$ GPa this raises $R$ by about 12 % relative to the isotropic value.

**Donor size.** Averaging the wave over a density $\propto e^{-2r/a}$ multiplies its amplitude by $F=[1+(qa/2)^2]^{-2}$, and hence the rate by $F^2\simeq1-(qa)^2$. For $a=2.0$ nm, $qa=0.012$ and the loss is about $10^{-4}$.

**Valley repopulation.** The donor state is an equal mixture of three valley pairs, each with amplitude $1/\sqrt3$; a doublet lies $E_v=12$ meV above. Strain shifts pair $j$ by $\Xi_u\varepsilon_{jj}$, with $\Xi_u=9$ eV. The mean shift does not mix states, so the deviation $d_j=\varepsilon_{jj}-\Delta/3$ matters. First-order perturbation theory gives amplitudes $(1-\Xi_ud_j/E_v)/\sqrt3$ before normalization. The valley populations change by $-\tfrac23(\Xi_u/E_v)d_j$. The contact density follows the squared overlap with the symmetric state:

$$\frac{\delta A}{A}=-\kappa\sum_jd_j^2,\qquad \kappa=\frac13\left(\frac{\Xi_u}{E_v}\right)^2=1.9\times10^5 . \tag{7}$$

Two averages over directions and modes are needed, for strain per unit $q$ and displacement, weighted by $v^{-5}$. They use $\langle n_i^4\rangle=\tfrac15$, $\langle n_i^2n_j^2\rangle=\tfrac1{15}$ and, for the two transverse vectors, $\sum t_it_j=\delta_{ij}-n_in_j$:

$$G_d=\langle d_j^2\rangle=\frac{4}{45v_l^5}+\frac{2}{15v_t^5},\qquad G_s=\langle\varepsilon_{xy}^2\rangle=\frac1{15v_l^5}+\frac1{10v_t^5},$$

with $v_t=5.4$ km/s. Because $\sum_jd_j=0$, $\langle d_jd_k\rangle=-\tfrac12G_d$ for $j\ne k$.

**Electron-only flips.** In each valley the $g$ values along and across the valley axis differ by about $10^{-3}$, so repopulation gives $|\delta g_{jj}|=D|d_j|$ with $D=\tfrac23(10^{-3})(\Xi_u/E_v)=0.50$. Shear within the valleys adds $\delta g_{ij}=g_s\varepsilon_{ij}$, $i\ne j$, with $g_s=0.3$ assumed. The part of $\mu_BB\,\delta g$ transverse to the field flips the electron alone. The steps leading to (4) give

$$R_e=\frac{(\mu_BB)^2G\,\omega_e^3}{8\pi\hbar\rho}\coth\frac{\hbar\omega_e}{2kT},$$

where $G=2g_s^2G_s$ for [001] and $G=D^2G_d+\tfrac23g_s^2G_s$ for [111]. When $kT\gg\hbar\omega_e$, $R_e\propto B^4T$. In the example it is $3.8\times10^{-6}\ \mathrm{s^{-1}}$ for [001] and $8.3\times10^{-6}\ \mathrm{s^{-1}}$ for [111]. At 1.0 K it overtakes the one-phonon flip-flop rate above about 0.35 T and 0.24 T respectively. These values are for the isotropic solid. The cubic constants above lower $G_s$ by 18 % and raise $G_d$ by 52 %; the rates become $3.1\times10^{-6}$ and $1.2\times10^{-5}\ \mathrm{s^{-1}}$, and the crossings move to about 0.41 T and 0.21 T. Since $R_e/R\propto B^2G/\eta^2$, both crossing fields are proportional to $\eta$, and the [001] field also to $1/g_s$. A factor of two in each of these poorly known coefficients spreads the crossings of the cubic solid over about 0.1 to 1.6 T for [001] and 0.1 to 0.4 T for [111]. Electron-only flips also move population out of the pair, so $N$ in Section 3 is not fixed: in the four-level rate equations of the isotropic example, a disturbed $D$ falls to $1/e$ in about 42 h for [001] and 35 h for [111] instead of 54 h, and not as a single exponential. A measured relaxation rate must therefore not be assigned to (4) without separating the channels.

For a field along [001], $\delta g_{zz}$ also acts within the flip-flop pair, through the element $A/(2E)$ of $S_z$. It adds about $3\times10^{-4}$ of $R$ in the isotropic solid and $4\times10^{-4}$ with the cubic constants.

**Two-phonon flip-flops.** The quadratic shift (7) lets the donor absorb one thermal phonon and emit another. The squared strain element is $4(\sum_jd_jd'_j)^2$, whose average is $4(3G_d^2+6G_d^2/4)=18G_d^2$. Each mode sum contributes $\hbar\omega'^3d\omega'/(4\pi^2\rho)$. Neglect $E$ beside the phonon energies and take $m=\tfrac12$; for both directions together,

$$R_2=2\,\frac{2\pi}{\hbar^2}\frac{(\kappa A)^2}{4}\,18G_d^2\left(\frac{\hbar}{4\pi^2\rho}\right)^2\int_0^\infty\omega'^6n(n+1)\,d\omega' .$$

Integration by parts gives $720\,\zeta(6)(kT/\hbar)^7$ for the integral, hence

$$R_2=\frac{810\,\zeta(6)}{\pi^3}\frac{(\kappa A)^2G_d^2}{\rho^2}\left(\frac{kT}{\hbar}\right)^7 .$$

For the isotropic solid and a point-like donor this is $6.7\times10^{-7}\ \mathrm{s^{-1}}$ at 1.0 K, or 13 % of $R$, and with the field held at 0.30 T the two are equal near 1.4 K. Two corrections that are small for $R$ are not small here. Cubic elasticity raises $G_dv_l^5$ from 1.80 to 2.74 and hence $R_2$ by a factor 2.3. The size factor $F$, applied to thermal phonons with $qa\approx0.3$, lowers $R_2$ by 20 to 25 % at 1.0 K. Together they give about $1.2\times10^{-6}\ \mathrm{s^{-1}}$, some 20 % of $R$, and equality near 1.3 K; $R_2$ is known to about a factor of two. At this field the $B^2T$ law thus describes flip-flops only in a narrow window between $E/k=0.40$ K and the crossing temperature: the flip-flop rate $R+R_2$ (electron-only flips not counted) is within about 10 % of the law from 0.4 to 0.8 K, and at 1.4 K it is 2.0 times the law without the two corrections and 2.3 times with them. In a weaker field both edges move down, the lower as $B$ and the upper roughly as $B^{1/3}$ while $\hbar\omega_z\gg A$: at 1.0 K and 0.10 T, $R=5.6\times10^{-7}\ \mathrm{s^{-1}}$ is already comparable to $R_2$. Below a few mT the upper edge levels off near 0.3 K, because $m^2$ then makes $R_2$ fall as $B^2$ too. The low-field values in Section 5 therefore describe one channel, not the total rate: at 1.0 K the corrected $R_2$ exceeds $R$ about 160-fold at 10 mT and about 1000-fold at 1 mT. Real thermal excitation of the valley doublet carries a factor of order $e^{-139}$ at 1.0 K and is negligible.

## 7. Use for real silicon donors

The hyperfine constant, sound speeds and valley gap are close to those of phosphorus in silicon. The doublet of phosphorus lies nearer 13 meV than 12 meV; since $\kappa\propto E_v^{-2}$, that value lowers $\kappa$ by 15 % and $R_2$ by 27 %. The coefficients $\eta$ and $g_s$ are known here only by order of magnitude. Since $R\propto\eta^2$, doubling $\eta$ shortens 54 h to about 14 h; the time is an estimate, not a prediction to two digits.

The estimate also assumes an unstrained crystal, which a device may not provide. A static deviation $d_j^{(0)}$ turns (7) into a linear coupling, $\delta A/A=-2\kappa\sum_jd_j^{(0)}d_j$. Its mean square is $4\kappa^2\cdot\tfrac32G_d\,d_0^2$, with $d_0^2=\sum_j(d_j^{(0)})^2$, by the correlations above. It does not interfere with dilation, because $\langle\Delta d_j\rangle=0$. The one-phonon rate is multiplied by

$$1+\frac{6\kappa^2d_0^2\,G_dv_l^5}{\eta^2},\qquad G_dv_l^5=\frac4{45}+\frac2{15}\left(\frac{9.0}{5.4}\right)^5=1.80 .$$

The added term reaches unity at $d_0\simeq3\times10^{-5}$. Strain near cooled metal gates can be roughly $10^{-4}$ or more; at $d_0=10^{-4}$ the formula gives about 10, and 54 h becomes about 5 h. Beyond lowest order the factor ranges from 9 to 12 with the shape and sign of the strain, and cubic elasticity raises the range to 12 to 16. The operator is still $\mathbf I\cdot\mathbf S$, so within this small-strain model the $B^2T$ form remains while its prefactor depends on the device. Coupling to neighbouring donors and to interfaces is not included. The values for the isotropic, unstrained solid and the 12 % cubic correction to $R$ are collected in the numerical output below.

## Values computed for the example and the checks

```
density 2.33 g/cm3
sound speeds: long. 9.0, transv. 5.4 km/s
hyperfine A/h 120 MHz; eta 20
g 2.00; nuclear 17 MHz/T
field 0.30 T; temperature 1.0 K
donor radius 2.0 nm
Xi_u 9.0 eV; valley gap 12 meV
g anisotropy 1.0e-03; g_shear 0.3
C11, C12, C44: 166, 64, 80 GPa
pair splitting E/h 8.4037 GHz
pair splitting E 34.755 ueV
thermal energy kT 86.173 ueV
x = E/kT 0.4033; x^2/12 0.01356
matrix element of I.S 0.499949
eta*A/h 2.40 GHz per unit dilation
downward rate 3.0755e-06 1/s
upward rate 2.0547e-06 1/s
full relaxation rate R 5.1302e-06 1/s
B^2 T law 5.0617e-06 1/s
relaxation time 1/R 54.15 h
B (T), T (K), E/kT, full R (1/s), full/law:
  0.001 1.0 0.0059 5.6242e-11 1.00000
  0.010 1.0 0.0146 5.6243e-09 1.00002
  0.100 1.0 0.1345 5.6326e-07 1.00151
  0.300 1.0 0.4033 5.1302e-06 1.01352
  1.000 1.0 1.3443 6.4466e-05 1.14624
  0.300 0.5 0.8066 2.6666e-06 1.05364
  0.300 0.1 4.0331 1.0576e-06 2.08932
R(2 T)/R(1 T) at 0.01 K 7.9999
test: mode sum / formula 1.00164
test: level decay / formula 0.99241
cubic / isotropic elastic rate 1.115
phonon q times donor radius 0.01173
rate loss by donor size 1.38e-04
g shift per valley strain 0.500
same-pair g modulation / R 2.81e-04
electron-only rate, B || [001] 3.819e-06 1/s
electron-only rate, B || [111] 8.344e-06 1/s
equal-rate field [001] 0.348 T
equal-rate field [111] 0.235 T
quadratic coefficient kappa 1.875e+05
two-phonon flip-flop rate 6.692e-07 1/s
two-phonon / one-phonon 0.130
equal-rate temperature 1.40 K
thermal q*radius at 6kT, transv. 0.291
valley gap / kT 139.3
```
